# The Binary-Encounter-Bethe Ionization Cross Section of Hydrogen at 100 eV

## Problem

An electron of kinetic energy $T=100$ eV strikes a hydrogen atom in its ground state. Find the total ionization cross section in the binary-encounter-Bethe (BEB) model, in square angstrom. The model joins two-electron collisions, with exchange, to the dipole part of the Bethe theory. Treat the electrons nonrelativistically and the proton as infinitely heavy.

The algebra uses atomic units ($\hbar=m_e=e=a_0=1$). The Rydberg energy is $R=\tfrac12$ hartree $=13.6057$ eV, and for hydrogen the binding energy is $B=R$. Reduced energies are

$$t=\frac TB,\qquad w=\frac WB,\qquad E=w+1,$$

where $W$ is the energy of the slower outgoing electron and $E$ is the energy transfer in units of $B$.

## A tempting solution

**Born formula.** Let the incident electron go from momentum $\mathbf k_0$ to $\mathbf k'$, with $\mathbf K=\mathbf k_0-\mathbf k'$. For plane waves the scattering amplitude is $-1/(2\pi)$ times the matrix element of $1/|\mathbf r_0-\mathbf r|-1/r_0$. The integral over $\mathbf r_0$ of the first term is $(4\pi/K^2)e^{i\mathbf K\cdot\mathbf r}$. The nuclear term drops out because the initial and final atomic states are orthogonal. Hence

$$\frac{d\sigma}{d\Omega}=\frac{k'}{k_0}\frac{4}{K^4}|F|^2,\qquad F=\langle f|e^{i\mathbf K\cdot\mathbf r}|i\rangle .$$

Since $K^2=k_0^2+k'^2-2k_0k'\cos\theta$, integration over azimuth gives $d\Omega\to\pi\,d(K^2)/(k_0k')$. With $Q=K^2$ and $k_0^2=t$ (the square of a momentum in atomic units is a kinetic energy in rydberg),

$$d\sigma=\frac{4\pi}{t}\,|F|^2\frac{dQ}{Q^2}.$$

Define the generalized oscillator strength $f=E|F|^2/Q$. For final states in the continuum it becomes a density $df/dE$, and

$$\frac{d\sigma}{dE}=\frac{4\pi}{t}\,\frac1E\int\frac{df}{dE}(E,Q)\,\frac{dQ}{Q}. \tag{1}$$

**Hard collisions.** If the struck electron were free and at rest, $e^{i\mathbf K\cdot\mathbf r}$ would give it momentum $\mathbf K$ and energy $E=Q$ with certainty. Then $df/dE=(E/Q)\,\delta(E-Q)=\delta(E-Q)$, and (1) becomes the Rutherford law

$$\frac{d\sigma}{dE}=\frac{4\pi}{t}\frac1{E^2}. \tag{2}$$

The bound hydrogen electron approaches this law at large transfer. At $E=100$ and an incident energy of $10^4$ rydberg, the Born integral (1) is 1.0140 times (2).

**Exchange.** The ejected electron has energy $w$ and the scattered one $t-1-w$. Swapping them changes the energy transfer from $w+1$ to $t-w$. The direct and exchange amplitudes are therefore proportional to

$$a=\frac1{w+1},\qquad b=\frac1{t-w},$$

if their relative phase is neglected. Unpolarized electrons form a singlet with weight $\tfrac14$, for which the amplitudes add, and a triplet with weight $\tfrac34$, for which they subtract:

$$\tfrac14(a+b)^2+\tfrac34(a-b)^2=a^2+b^2-ab .$$

**Soft collisions.** At fast impact the smallest momentum transfer is

$$\sqrt t-\sqrt{t-E}\simeq\frac{E}{2\sqrt t},\qquad Q_{\min}\simeq\frac{E^2}{4t}.$$

At fixed $E$ the oscillator strength tends to its dipole value as $Q\to0$ and falls rapidly at large $Q$; in between it may rise above the dipole value. When $t$ is large, a further increase of $t$ only extends the integral at small $Q$, where the strength has its dipole value. The integral in (1) is thus $\ln t$ times the dipole strength, plus a term that tends to a constant at large $t$. The logarithmic part of (1) is

$$\frac{4\pi}{t}\,\ln t\;\frac1E\frac{df}{dE}(E,0).$$

BEB replaces the true dipole strength by the simple form $df/dE=1/E^2$, whose integral from $E=1$ to infinity is one, the number of electrons. This gives $\ln t\,a^3$. Adding the term with the outgoing electrons interchanged gives $\ln t\,(a^3+b^3)$.

**Integration.** The slower electron has $0\le w\le(t-1)/2$, so each pair of outgoing electrons is counted once. The substitution $w\to t-1-w$ turns $b$ into $a$ and maps this interval onto the upper half of $0\le w\le t-1$. Therefore

$$\int_0^{(t-1)/2}(a^n+b^n)\,dw=\int_0^{t-1}\frac{dw}{(w+1)^n},$$

which equals $\ln t$ for $n=1$, $1-1/t$ for $n=2$ and $\tfrac12(1-1/t^2)$ for $n=3$. Because $1/a+1/b=t+1$, we have $ab=(a+b)/(t+1)$, and its integral is $\ln t/(t+1)$. The sum of all terms is

$$G(t)=\frac{\ln t}{2}\Big(1-\frac1{t^2}\Big)+1-\frac1t-\frac{\ln t}{t+1}. \tag{3}$$

**Number.** Here $t=100/13.6057=7.34986$ and $G=1.60393$. Restoring the unit of area, $4\pi a_0^2=3.51894$ Å$^2$, the prefactor of (1) gives

$$\sigma\overset{?}{=}\frac{4\pi a_0^2}{t}\,G=\frac{3.51894}{7.34986}\times1.60393=0.768\ \text{Å}^2 .$$

There even seems to be support for this value. The full first Born cross section, computed from (1) with the true hydrogen oscillator strength and without exchange, is 0.747 Å$^2$, within 3% of it.

## Where the fault lies

The function $G$ is correct for this model. The fault is the factor $1/t$ in front of it, which came from the speed of the incident electron far from the atom. BEB is defined with a different factor, so 0.768 Å$^2$ is not the BEB value.

A classical estimate shows how the BEB factor is motivated. An electron passing a resting electron at distance $s$ with speed $v$ gives it a transverse momentum

$$\Delta p=\int_{-\infty}^{\infty}\frac{s\,d\tau}{(s^2+v^2\tau^2)^{3/2}}=\frac{2}{sv}.$$

The energy transfer in hartree is $\epsilon=(\Delta p)^2/2=2/(s^2v^2)$. Transfers larger than $\epsilon$ occur within the area $\pi s^2=2\pi/(v^2\epsilon)$, so

$$\left|\frac{d\sigma}{d\epsilon}\right|=\frac{2\pi}{v^2\epsilon^2}=\frac{\pi}{(v^2/2)\,\epsilon^2}. \tag{4}$$

This is the Rutherford law again, and $v^2/2$ is the kinetic energy during the encounter. The encounter takes place inside the atom, where the incident electron has been accelerated.

To estimate the gain, let $U$ be the mean kinetic energy of the bound electron. Its total energy is $-B$, so its mean potential energy is $-(U+B)$. If the incident electron feels this same potential when it meets the bound one, its kinetic energy there is $T+U+B$. BEB therefore makes the replacement

$$\frac1t\;\longrightarrow\;\frac1{t+u+1},\qquad u=\frac UB .$$

This is a prescription and part of the definition of the model. It does not follow from the estimate, for three reasons.

First, the field that speeds the electron up also bends its orbit inward. Take a central attractive field with far speed $v_0$, local speed $v(r)$, and $rv(r)$ increasing with $r$. An orbit of impact parameter $b$ has radial speed $v_r=\sqrt{v^2-v_0^2b^2/r^2}$. It reaches radius $r$ if $b<rv/v_0$, and it crosses the shell $dr$ twice, each time for $dr/v_r$. For a target density $\rho(r)$ normalized to one and a local cross section $c/v^2$, the collision rate is $\rho c/v$. Since $\int_0^{rv/v_0}b\,db/v_r=r^2v/v_0^2$, the effective cross section is

$$\int 2\pi b\,db\;2\int\frac{dr}{v_r}\,\frac{\rho c}{v}=\frac{c}{v_0^2}\int4\pi r^2\rho\,dr=\frac{c}{v_0^2}.$$

The focusing cancels the reduction exactly and returns $1/t$. BEB keeps the acceleration and drops the focusing.

Second, the incident electron also feels the repulsion of the bound electron. The static potential of the neutral atom, $-(1+1/r)e^{-2r}$, averages to $-\tfrac38$ hartree over the 1s density, not $-1$ hartree.

Third, the same factor is applied to the soft term, where the encounter is distant. Whether $1/(t+u+1)$ describes real hydrogen better than $1/t$ is therefore not settled by anything derived here.

The nearby Born value does not make the first answer the BEB value. The Born calculation also uses undistorted plane waves and so contains the same $1/t$. It also omits exchange and has a different dipole strength, so the closeness of the two totals does not confirm their separate terms.

## Correct solution

**General formula.** For an orbital with $N$ electrons, put $\epsilon=B(w+1)$ and $v^2/2=B(t+u+1)$ into (4), and use $d\epsilon=B\,dw$. The direct term becomes

$$N\frac{\pi\,B\,dw}{B(t+u+1)\,B^2(w+1)^2}=\frac{\pi N}{B^2}\,\frac1{t+u+1}\,\frac{dw}{(w+1)^2}.$$

The common factor is $S=\pi N/B^2$. Since $R=\tfrac12$ hartree, it can be written $S=4\pi a_0^2N(R/B)^2$. The soft term has the same factor when the dipole strength is taken as $df/dw=N/(w+1)^2$. Thus

$$\boxed{\;\sigma=\frac{S}{t+u+1}\left[\frac{\ln t}{2}\Big(1-\frac1{t^2}\Big)+1-\frac1t-\frac{\ln t}{t+1}\right]\;} \tag{5}$$

**Kinetic energy of the 1s electron.** The radial function is $P(r)=2re^{-r}$, with $P'=2(1-r)e^{-r}$. For zero angular momentum, integrating $-\tfrac12\int PP''\,dr$ by parts, with vanishing boundary terms, gives

$$U=\tfrac12\int_0^\infty P'^2dr=2\int_0^\infty(1-2r+r^2)e^{-2r}dr=2\left(\tfrac12-\tfrac12+\tfrac14\right)=\tfrac12 .$$

So $U=\tfrac12$ hartree $=R$, and $u=1$. With $N=1$ and $B=R$, $S=4\pi a_0^2=3.51894$ Å$^2$.

**Evaluation.** With $\ln t=1.99468$, the three parts of the bracket are

$$\frac{\ln t}{2}\Big(1-\frac1{t^2}\Big)=0.97888,\qquad 1-\frac1t=0.86394,\qquad \frac{\ln t}{t+1}=\frac{1.99468}{8.34986}=0.23889 .$$

Their combination is $0.97888+0.86394-0.23889=1.60393$. The prefactor is $3.51894/9.34986=0.37636$ Å$^2$, and

$$\sigma=0.37636\times1.60393=0.6037\ \text{Å}^2\approx0.60\ \text{Å}^2,$$

or $2.16\,a_0^2$. Direct numerical integration over $w$ gives the same 0.6037 Å$^2$. The soft term supplies 0.368 Å$^2$ and the hard terms, including interference, 0.235 Å$^2$.

## How the correction depends on energy

The first answer must be multiplied by $t/(t+u+1)$, which is 0.786 at 100 eV. At 1000 eV, where $t=73.5$, the factor is $73.5/75.5=0.974$. The correction fades at high energy because $U+B$ becomes small beside $T$.

Near threshold it is largest. Put $t=1+\delta$ with $\delta\ll1$. Then $\ln t\simeq\delta$, and to first order in $\delta$

$$\frac{\ln t}{2}\Big(1-\frac1{t^2}\Big)\simeq0,\qquad 1-\frac1t\simeq\delta,\qquad \frac{\ln t}{t+1}\simeq\frac\delta2 .$$

The first term is of order $\delta^2$, so $G\simeq\delta/2$. For hydrogen (5) gives $\sigma\simeq S\delta/6$, while the uncorrected prefactor would give $S\delta/2$, three times as much. The linear rise is a property of the model. Two slow electrons leaving a proton interact strongly with each other, and nothing in the derivation treats that motion.

Between these limits the BEB curve passes through a maximum of 0.660 Å$^2$ at 59.3 eV. It gives 0.271 Å$^2$ at 20 eV, 0.442 Å$^2$ at 200 eV and 0.143 Å$^2$ at 1000 eV. The requested energy lies on the falling side.

## What the value 0.60 Å² rests on

**The dipole strength.** At large $t$, (5) tends to $(S/t)(\tfrac12\ln t+1)$. In Born theory the coefficient of the logarithm is instead

$$M^2=\int_1^\infty\frac1E\frac{df}{dE}(E,0)\,dE .$$

For these comparisons I use the known closed form of the hydrogen strength. With $k=\sqrt{E-1}$ it reads

$$\frac{df}{dE}=\frac{128\,E\,(Q+E/3)\,e^{-2\phi/k}}{[(Q-E)^2+4Q]^3\,(1-e^{-2\pi/k})},\qquad \tan\phi=\frac{2k}{Q-k^2+1},\quad 0<\phi<\pi .$$

It is not derived here, and (5) does not depend on it. At $E=4$, $Q=1$ it gives 0.065835 per rydberg, and a sum over Coulomb partial waves, computed from the definition of $f$, gives the same digits.

The result is $M^2=0.2834$. The Born cross section itself, evaluated at incident energies of 1000 and 4000 rydberg, shows a logarithmic coefficient of 0.2843, in agreement. The BEB coefficient $\tfrac12$ is thus too large by a factor $0.5/0.2834=1.76$ relative to nonrelativistic Born theory. For hydrogen, (5) should not be used as a high-energy asymptotic formula.

The excess comes from the total strength. BEB gives the continuum a total dipole strength of one, whereas the true continuum has $N_i=0.4350$; the remainder belongs to excitation of bound states. This alone would make the coefficient too large by $1/0.4350=2.30$. The true strength is concentrated nearer threshold, however: its mean value of $1/E$ is $0.2834/0.4350=0.65$, against 0.5 in BEB, and this reduces the factor to 1.76.

**A partial compensation.** Inserting the true dipole strength while leaving the hard terms alone lowers the cross section at 100 eV to 0.445 Å$^2$. The binary-encounter-dipole (BED) model changes both parts, guided by the energy loss $\int E\,d\sigma$.

In Born theory soft collisions contribute $\ln t$ to this integral, in units of $4\pi a_0^2R/t$, because the dipole strengths of all excitations sum to one. Hard collisions contribute $\int E\,dE/E^2$, another $\ln t$. The total is $2\ln t$. BEB reproduces this coefficient with ionization alone: its soft term gives $\ln t\int dw/(w+1)^2\to\ln t$, its direct hard term gives $\int dw/(w+1)\to\ln t$, and the other terms remain bounded.

BED uses the true strength, so its soft part carries $N_i\ln t$. It multiplies the hard terms by $2-N_i$ to keep the total at $2\ln t$. This too is a prescription. In Born theory ionization alone carries $(1+N_i)\ln t$ and the rest belongs to bound excitations. The factor makes the hard term 1.565 times the Rutherford law (2) at large transfer, where the Born ratio found above is 1.0140. Its soft part has no term with the outgoing electrons interchanged. The dipole integral $\int E^{-1}(df/dE)\,dE$, cut off at $w=(t-1)/2$, is 0.2790; the value 0.445 Å$^2$ above uses the same integral. With the hard sum $0.86394-0.23889=0.62505$,

$$\sigma_{\rm BED}=0.37636\,[0.2790\times1.99468+1.5650\times0.62505]=0.578\ \text{Å}^2 .$$

This is 4% below BEB. At this energy the larger soft term of BEB is largely offset by its smaller hard term. The near agreement compares two related models that share the same prefactor; it does not measure the error of either.

**The exchange phase.** For free electrons the direct and exchange Coulomb amplitudes differ in phase by $\ln[(t-w)/(w+1)]/\sqrt t$, when the binding is included through the same shifted energies as above and the speed in the phase is taken as the far speed $\sqrt t$. Using $\sqrt{t+u+1}$ there would make the phase, and its effect, somewhat smaller. Multiplying the interference term by the cosine of this phase raises the result to 0.612 Å$^2$, or by 1.3%.

**The proton mass.** Using the reduced mass in $B$ and $U$ gives 0.6042 Å$^2$. This change is far smaller than those caused by the dipole strength and the exchange phase.

These variations, each made at 100 eV, give values from 0.445 to 0.612 Å$^2$. All of them keep the prefactor $1/(t+u+1)$; restoring $1/t$ in (5) gives 0.768 Å$^2$. Even the first digit therefore depends on the choice of model, but this spread is not an error bar. None of the alternatives is an exact solution of the three-body problem.

## Relation to a lithographic resist

An extreme-ultraviolet photon of wavelength 13.5 nm carries about 92 eV, so the photoelectrons it releases in a resist start below the energy used here. The example lies somewhat above that range, and atomic hydrogen is not a resist. There, hydrogen is chemically bound, the electrons occupy molecular orbitals with other values of $B$, $U$ and $N$, and the surrounding solid screens the interaction and permits other losses. Formula (5) can be summed over the orbitals of an isolated molecule, but the isolated-target assumption fails in the solid. The present calculation does not determine how far that moves the cross section, so 0.60 Å$^2$ should not be entered as a cross section per hydrogen atom in a resist simulation.

The numerical output below lists the values used here.

## Values computed for the example and the checks

```
Impact energy T = 100.0 eV
Binding energy B = R = 13.6057 eV
Orbital kinetic energy U = 13.6057 eV
Bohr radius = 0.529177 angstrom
t = T/B = 7.34986 (no unit)
u = U/B = 1.00000 (no unit)
ln t = 1.99468 (no unit)
t+u+1 = 9.34986 (no unit)
S = 3.51894 angstrom^2
S/(t+u+1) = 0.37636 angstrom^2
Soft (dipole) term = 0.97888 (no unit)
Direct plus exchange term 1-1/t = 0.86394 (no unit)
Interference term ln t/(t+1) = 0.23889 (no unit)
Sum of bracket = 1.60393 (no unit)
Soft contribution = 0.3684 angstrom^2
Hard contribution = 0.2352 angstrom^2
BEB cross section = 0.6037 angstrom^2
BEB cross section = 2.1557 a0^2
BEB by quadrature = 0.6037 angstrom^2
BEB at 20 eV = 0.2710 angstrom^2
BEB at 50 eV = 0.6524 angstrom^2
BEB at 200 eV = 0.4422 angstrom^2
BEB at 1000 eV = 0.1434 angstrom^2
BEB maximum at T = 59.3 eV
BEB maximum value = 0.6603 angstrom^2
Oscillator strength, E=4 Ry, K=1/a0: 0.065835 per Ry
Same from partial waves: 0.065835 per Ry
Continuum dipole strength N_i = 0.4350 (no unit)
True dipole coefficient M2 = 0.2834 (no unit)
Born high-energy log coefficient = 0.2843 (no unit)
BEB high-energy log coefficient = 0.5004 (no unit)
BEB stopping log coefficient = 2.0004 (no unit)
Born/Rutherford at E=100 Ry = 1.0140 (no unit)
Truncated dipole integral D(t) = 0.2790 (no unit)
True dipole, hard terms unscaled = 0.4447 angstrom^2
BED cross section = 0.5776 angstrom^2
BEB with exchange phase = 0.6116 angstrom^2
BEB without flux factor = 0.7679 angstrom^2
BEB with finite proton mass = 0.6042 angstrom^2
First Born, no exchange = 0.7472 angstrom^2
```
